\section*{Second-order energy of a Fröhlich polaron confined to a plane}

\section*{Question}

An electron of band mass $m$ moves in a polar oxide that fills all space. It couples to longitudinal optical phonons, all of energy $\hbar\omega$:
\begin{equation}
H=\frac{\mathbf p^2}{2m}+\sum_{\mathbf k}\hbar\omega\,a^\dagger_{\mathbf k}a_{\mathbf k}
+\sum_{\mathbf k}\left(V_{\mathbf k}a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),
\qquad
|V_{\mathbf k}|^2=(\hbar\omega)^2\frac{4\pi\alpha\ell}{\Omega k^2}.
\end{equation}
Here $\Omega$ is the volume, $\ell=\sqrt{\hbar/2m\omega}$ is the polaron length and $\alpha$ is a dimensionless coupling constant. The high-frequency and static dielectric constants are $\varepsilon_\infty$ and $\varepsilon_s$. The band is parabolic and isotropic, there are no other carriers, and the temperature is zero unless stated otherwise.

\section*{(a) The coupling constant}

\textit{Express $\alpha$ through the dielectric constants, by considering two fixed electrons a distance $R$ apart.}

\textbf{Answer.} For fixed charges at $\mathbf r_1$ and $\mathbf r_2$, each mode is a displaced oscillator. With $\rho_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r_1}+e^{i\mathbf k\cdot\mathbf r_2}$, completing the square gives
\begin{equation}
\hbar\omega a^\dagger a+V\rho\,a+V^*\rho^*a^\dagger
=\hbar\omega\left(a^\dagger+\frac{V\rho}{\hbar\omega}\right)\left(a+\frac{V^*\rho^*}{\hbar\omega}\right)-\frac{|V|^2|\rho|^2}{\hbar\omega}.
\end{equation}
Since $|\rho_{\mathbf k}|^2=2+2\cos\mathbf k\cdot\mathbf R$, the part of the energy that depends on $R$ is
\begin{equation}
-\frac{2}{\hbar\omega}\sum_{\mathbf k}|V_{\mathbf k}|^2\cos\mathbf k\cdot\mathbf R
=-2\alpha\ell\hbar\omega\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot\mathbf R}
=-\frac{2\alpha\ell\hbar\omega}{R}.
\end{equation}
Without the lattice response the repulsion is screened by $\varepsilon_\infty$; with it, the repulsion must be screened by $\varepsilon_s$. Therefore
\begin{equation}
\frac{e^2}{4\pi\varepsilon_0\varepsilon_\infty R}-\frac{2\alpha\ell\hbar\omega}{R}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_sR}
\quad\Longrightarrow\quad
\alpha=\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{2\ell\hbar\omega}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\end{equation}
This bulk definition of $\alpha$ is kept below, also for the confined electron.

\section*{(b) Coupling in the plane}

\textit{The electron is now held at $z=0$, while the phonons remain those of the bulk. Find the effective coupling to each in-plane wavevector $\mathbf q$.}

\textbf{Answer.} Write $\mathbf k=(\mathbf q,k_z)$. At $z=0$ the factor $e^{ik_zz}$ equals one, so for given $\mathbf q$ the electron sees a single combination of phonons,
\begin{equation}
V_{\mathbf q}b_{\mathbf q}=\sum_{k_z}V_{\mathbf q,k_z}a_{\mathbf q,k_z},
\qquad |V_{\mathbf q}|^2=\sum_{k_z}|V_{\mathbf q,k_z}|^2 .
\end{equation}
The second relation ensures $[b_{\mathbf q},b^\dagger_{\mathbf q}]=1$. All modes have the same energy, so $b_{\mathbf q}$ is itself a mode of energy $\hbar\omega$, and the orthogonal combinations decouple. With $\Omega=AL$ and $\sum_{k_z}\to L\int dk_z/2\pi$,
\begin{equation}
|V_{\mathbf q}|^2=(\hbar\omega)^2\frac{4\pi\alpha\ell}{A}\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\frac1{q^2+k_z^2}
=(\hbar\omega)^2\frac{4\pi\alpha\ell}{A}\,\frac1{2q}
=(\hbar\omega)^2\frac{2\pi\alpha\ell}{Aq}.
\label{eq:planar}
\end{equation}

\section*{(c) The second-order energy}

\textit{Evaluate the shift of the state with zero total in-plane momentum to second order in the coupling.}

\textbf{Answer.} The unperturbed state has the electron at rest and no phonons. Total momentum is conserved, and in the zero-momentum sector this state is not degenerate, so ordinary perturbation theory applies. The first-order shift vanishes because the interaction changes the phonon number by one.

In second order a phonon $\mathbf q$ is emitted and the electron recoils with momentum $-\hbar\mathbf q$. The intermediate state lies above the initial one by
\begin{equation}
\hbar\omega+\frac{\hbar^2q^2}{2m}=\hbar\omega(1+\ell^2q^2),
\end{equation}
because $\hbar^2/2m=\hbar\omega\ell^2$. Using $\sum_{\mathbf q}\to A\int q\,dq/2\pi$,
\begin{align}
E_2&=-\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{\hbar\omega(1+\ell^2q^2)}
=-\frac{A}{2\pi}\int_0^\infty q\,dq\;\frac{2\pi\alpha\ell\,\hbar\omega}{Aq\,(1+\ell^2q^2)}\\
&=-\alpha\hbar\omega\int_0^\infty\frac{dx}{1+x^2}
=-\frac{\pi}{2}\,\alpha\hbar\omega,\qquad x=\ell q.
\label{eq:result}
\end{align}
The factor $q$ from the planar measure cancels the $1/q$ of the coupling. Since $\arctan1=\pi/4$, half of the shift comes from wavevectors with $q<1/\ell$. A direct sum over the discrete modes of a finite square, extrapolated in mode spacing and completed by its large-$q$ tail, gives the coefficient $1.57081$, against $\pi/2=1.570796$.

Equation~\eqref{eq:result} is the term linear in $\alpha$, not the whole polaron energy. It applies to an electron at the band bottom. An electron with kinetic energy above $\hbar\omega$ can emit a real phonon, and the energy denominators then vanish for some $\mathbf q$.

\section*{(d) Comparison with the bulk}

\textit{Rewrite the shift as an integral over imaginary time. Use it to find the bulk value and to explain the difference between plane and bulk.}

\textbf{Answer.} Take $\ell$ and $\hbar\omega$ as units, and write $1/(1+q^2)=\int_0^\infty dt\,e^{-t}e^{-q^2t}$. The factor $e^{-q^2t}$ is the average of $e^{i\mathbf q\cdot\mathbf r}$ over the diffusion density $e^{-r^2/4t}/(4\pi t)^{D/2}$ in $D$ dimensions. By the Fourier integral of part (a), $\sum_{\mathbf k}|V_{\mathbf k}|^2e^{i\mathbf k\cdot\mathbf r}=\alpha/r$. The planar sum is this same function at $z=0$. In both cases, therefore,
\begin{equation}
E_2=-\alpha\int_0^\infty dt\,e^{-t}\left\langle\frac1r\right\rangle_t .
\end{equation}
The averages are
\begin{align}
D=2:\quad\left\langle\frac1r\right\rangle_t&=\frac{2\pi}{4\pi t}\int_0^\infty e^{-r^2/4t}dr=\frac{1}{2t}\sqrt{\pi t}=\frac{\sqrt\pi}{2\sqrt t},\\
D=3:\quad\left\langle\frac1r\right\rangle_t&=\frac{4\pi}{(4\pi t)^{3/2}}\int_0^\infty r\,e^{-r^2/4t}dr=\frac{4\pi\,(2t)}{(4\pi t)^{3/2}}=\frac1{\sqrt{\pi t}}.
\end{align}
With $\int_0^\infty e^{-t}t^{-1/2}dt=\sqrt\pi$, the plane again gives $-\pi\alpha/2$, and the bulk gives $-\alpha$. The interaction with the earlier polarization is the same function of distance in both cases. A path confined to the plane stays closer to its starting point, which raises $\langle1/r\rangle$ by the factor $\pi/2$ at every $t$.

\section*{(e) A layer of finite width}

\textit{Replace the plane by a layer of width $d$ with hard walls for the electron, still with bulk phonons. Find the second-order shift of the lowest subband and examine its limits.}

\textbf{Answer.} The transverse states are $\phi_n(z)=\sqrt{2/d}\,\sin(n\pi z/d)$, with energies $n^2\pi^2\ell^2/d^2$ in units of $\hbar\omega$. A phonon can now send the electron from subband 1 to subband $n$, with the extra factor
\begin{equation}
|\langle n|e^{-ik_zz}|1\rangle|^2=\iint dz\,dz'\,f_n(z)f_n(z')e^{-ik_z(z-z')},\qquad f_n=\phi_1\phi_n .
\end{equation}
The $k_z$ integral is $\int\frac{dk_z}{2\pi}\frac{e^{-ik_z(z-z')}}{q^2+k_z^2}=\frac{e^{-q|z-z'|}}{2q}$. The planar coupling \eqref{eq:planar} is therefore multiplied by
\begin{equation}
F_n(q)=\iint dz\,dz'\,f_n(z)f_n(z')e^{-q|z-z'|},
\end{equation}
and the shift becomes
\begin{equation}
E_2(d)=-\alpha\hbar\omega\sum_{n=1}^\infty\int_0^\infty dx\,\frac{F_n(x/\ell)}{1+x^2+(n^2-1)\pi^2\ell^2/d^2}.
\label{eq:layer}
\end{equation}

Each $F_n$ is non-negative, being an integral of squared matrix elements with positive weight. Completeness, $\sum_n\phi_n(z)\phi_n(z')=\delta(z-z')$, gives $\sum_nF_n=\int\phi_1^2dz=1$. Two consequences follow.

First, dropping the subband energies from the denominators of \eqref{eq:layer} can only increase the sum, so $|E_2(d)|\le\frac\pi2\alpha\hbar\omega$. Within this hard-wall model the strict plane gives an upper bound on the magnitude of the second-order shift.

Second, the bound is approached as $d\to0$. The subbands $n\ge2$ together contribute at most
\begin{equation}
\int_0^\infty\frac{dx}{x^2+3\pi^2\ell^2/d^2}=\frac{d}{2\sqrt3\,\ell}\to0,
\end{equation}
while $F_1\to1$ at each fixed $q$. In the opposite limit the confinement momentum $\pi\hbar/d$ vanishes, the walls recede, and the bulk value should return. Numerically, $|E_2|/\alpha\hbar\omega$ is $1.5691$ at $d=0.001\,\ell$ and $1.0037$ at $d=20\,\ell$. The value $1.0027$ in the output is the sum over the first 2000 subbands; the higher ones add about $d/(2000\,\pi^2\ell)=0.0010$. The excess over 1 is close to $(\pi\ell/d)^2/6=0.004$, the bulk correction for an electron with the confinement momentum.

\section*{(f) The next order}

\textit{For the strict plane, set up the term of order $\alpha^2$ and judge where the second-order result suffices.}

\textbf{Answer.} Use the units of part (d), with $D_k=1+k^2$ and $D_{\mathbf k\mathbf k'}=2+|\mathbf k+\mathbf k'|^2$. Fourth-order theory has a term with three energy denominators, all negative, and a normalization term $-E_2\sum|V_{\mathbf k}|^2/D_k^2$, which is positive. After phonons $\mathbf k$ and $\mathbf k'$ have been emitted in that order, either one may be absorbed first:
\begin{equation}
E_4=-\sum_{\mathbf k\mathbf k'}\frac{|V_{\mathbf k}|^2|V_{\mathbf k'}|^2}{D_{\mathbf k\mathbf k'}}\left(\frac1{D_k^2}+\frac1{D_kD_{k'}}\right)
+\sum_{\mathbf k}\frac{|V_{\mathbf k}|^2}{D_k}\sum_{\mathbf k'}\frac{|V_{\mathbf k'}|^2}{D_{k'}^2}.
\end{equation}
The angular average of $1/(a+b\cos\theta)$ is $1/\sqrt{a^2-b^2}$, here with $a=2+k^2+k'^2$ and $b=2kk'$. The last two sums are $\alpha\pi/2$ and $\alpha\pi/4$. Hence
\begin{equation}
\frac{E_4}{\alpha^2}=\frac{\pi^2}{8}-\int_0^\infty\!\!\int_0^\infty\frac{dk\,dk'}{\sqrt{(k^2-k'^2)^2+4(k^2+k'^2)+4}}\left(\frac1{D_k^2}+\frac1{D_kD_{k'}}\right)=-0.0640 ,
\end{equation}
the last value by quadrature.

The general formulas were tested on three modes with wavevectors $(0.7,0.2)$, $(-0.3,0.9)$, $(0.5,-1.1)$ and couplings $0.5$, $0.4$, $0.6$. Diagonalization at several small coupling strengths gives series coefficients $-0.393951$ and $-0.002407$, and the formulas give the same digits.

The ratio $E_4/E_2$ is about $0.041\,\alpha$. For $\alpha$ near one the fourth-order term is thus a correction of about four per cent. At strong coupling this ratio alone does not control the error, since higher terms have not been estimated.

\section*{(g) Numbers for a memory oxide}

\textit{Take $m=0.30$ electron masses, $\hbar\omega=70$ meV, $\varepsilon_\infty=4$ and $\varepsilon_s=8$. Evaluate the planar shift and assess the idealizations.}

\textbf{Answer.} These are rough values in the regime of zinc oxide, which is used as a switching layer in resistive memory. They give $\ell=1.347$ nm. With $1/\varepsilon_\infty-1/\varepsilon_s=1/8$, part (a) gives $\alpha=0.9545$. Then
\begin{equation}
\alpha\hbar\omega=0.9545\times70.0\ \text{meV}=66.8\ \text{meV},\qquad
E_2=-1.5708\times66.8\ \text{meV}\approx-105\ \text{meV}.
\end{equation}
The bulk shift for the same parameters is $-67$ meV. The table lists the change of the planar value when one idealization at a time is relaxed or, in the last row, when the mass is changed.

\begin{center}
\begin{tabular}{lr}
Effect & Change (meV)\\
\hline
Fourth order & $-4.1$\\
Width 3 nm, hard walls & $+29.7$\\
Width 3 nm, barriers 0.3 eV (estimate) & $+33$\\
Phonon occupation at 300 K & $-7.5$\\
Cutoff at the zone boundary & $+5.2$\\
Static screening, $10^{10}$ cm$^{-2}$ at 300 K & $+6.2$\\
Mass larger by 10 per cent & $-5.1$
\end{tabular}
\end{center}

Width matters most. A 3 nm layer is $2.2\,\ell$ wide, and its coefficient is $1.126$, nearer to the bulk value 1 than to $\pi/2$. Its shift is $-75$ meV. With barriers of 0.3 eV, 7 per cent of the probability lies outside the layer. A hard-wall layer with the same ground level would be 4.35 nm wide, and its shift of $-72$ meV serves as an estimate for the real well.

At temperature $T$, with phonon occupation $N$, emission is enhanced by $1+N$. Absorption adds a term proportional to the principal value of $\int_0^\infty dx/(1-x^2)$. This is zero, because the antiderivative $\frac12\ln|(1+x)/(1-x)|$ vanishes at both ends and its divergences at $x=1$ cancel. For an electron at the band bottom the shift therefore grows by the factor $1+N$, with $N=0.0715$ at 300 K. Thermal motion of the electron is not in the table. Averaging the second-order shift (as a principal value) over a Maxwell distribution of in-plane momenta raises the combined thermal change at 300 K from $-7.5$ to about $-23$ meV. Absorption does give the level a full width $2\pi N\alpha\hbar\omega\int_0^\infty dx\,\delta(1-x^2)=\pi N\alpha\hbar\omega=15$ meV.

The cutoff entry is the part of \eqref{eq:result} beyond $q=\pi/a$ for a lattice constant $a=0.33$ nm. It is only a rough size, because the parabolic energy at this wavevector is 11.5 eV and a real band is no longer parabolic there. A cosine band with the same mass at its bottom, summed over the square zone of a square lattice, gives a change of only about $+1$ meV, because the flatter band lowers the energy denominators. The screening entry assumes a dilute, nondegenerate electron sheet of density $n_s=10^{10}$ cm$^{-2}$ at 300 K. Its density responds to a static potential as $\partial n_s/\partial\mu=n_s/k_BT$, which multiplies $|V_{\mathbf q}|^2$ by $[x/(x+s)]^2$ with $s=\ell e^2n_s/(2\varepsilon_0\varepsilon_\infty k_BT)=0.0118$. This factor screens the coupling but keeps the phonon energy fixed. If the sheet's static response also softens the phonon mode, the entry falls to about $+5.1$ meV. The entry is probably an overestimate, since the sheet's electrons need not follow the lattice at the phonon frequency. It is also rough, because the screening length $\ell/s=114$ nm is close to the mean electron spacing of 100 nm, and more than half of the entry comes from wavelengths shorter than this spacing, where treating the sheet as a continuous medium is doubtful.

Of the idealizations in the table, zero thickness causes the largest error: for a 3 nm layer the shift is about 30 per cent smaller in magnitude than the planar value. The model also places the layer inside a similar polar host. Nearby electrodes or a different dielectric would add image charges and interface phonons, which are not estimated here. A field of $0.52$ MV/cm supplies one phonon energy over the distance $\ell$; near or above it, an electron at rest at the band bottom is no longer a suitable starting point. This is not a threshold for heating. An electron gains energy over its whole free path, so much weaker in-plane fields can also move it away from the band bottom. Finally, $E_2$ is the lowering of a band state of definite momentum. It is not an activation energy for hopping, and it does not describe a carrier trapped on one lattice site or at a vacancy. The full numerical output follows.

\section*{Computed results}
\begin{verbatim}
General coefficients, in units of alpha*hbar*omega
pi/2: 1.570796
planar |E2|, sum over modes: 1.57081
planar |E2|, imaginary time: 1.570796
bulk |E2|, imaginary time: 1.000000
layer |E2|, width 0.001 ell: 1.5691
layer |E2|, width 20 ell: 1.0027
fourth-order coefficient of alpha^2*hbar*omega: -0.06397
its shift from 300 to 600 nodes: 1.0e-07
Three-mode Hamiltonian, energies in hbar*omega
second order, diagonalization: -0.393951
second order, formula: -0.393951
fourth order, diagonalization: -0.002407
fourth order, formula: -0.002407
Example, rough values in the regime of zinc oxide
band mass: 0.30 electron masses
phonon energy: 70.0 meV
high-frequency dielectric constant: 4.0
static dielectric constant: 8.0
polaron length ell: 1.347 nm
coupling constant alpha: 0.9545
alpha*hbar*omega: 66.82 meV
planar second-order energy: -104.95 meV
bulk second-order energy: -66.82 meV
Neglected effects
fourth-order energy: -4.08 meV
layer width: 3.0 nm
layer width over ell: 2.227
hard-wall layer coefficient: 1.1262
hard-wall layer energy: -75.25 meV
its convergence shift: -0.0075 meV
barrier height: 0.30 eV
ground level in finite well: 66.1 meV
probability inside the barriers: 0.073
effective hard-wall width: 4.35 nm
layer energy at effective width: -72.20 meV
temperature: 300 K
phonon occupation: 0.0715
thermal shift at band bottom: -7.50 meV
thermal level broadening (full width): 15.00 meV
lattice constant: 0.33 nm
upward shift from zone cutoff: 5.20 meV
electron sheet density: 1.0e+10 1/cm^2
screening wavevector times ell: 0.0118
upward shift from static screening: 6.24 meV
planar energy with 10 percent larger mass: -110.08 meV
field giving one phonon energy over ell: 0.520 MV/cm
\end{verbatim}
